# Why triple-junction pits can pierce a film before boundary grooves

A polycrystalline film is heated well below its melting point. Its surface sinks along the grain boundaries, and it sinks further at the points where three boundaries meet. If a pit reaches the substrate, the film has a hole although its boundary grooves have not yet reached the substrate. Three contributions have to be separated: the angles set by capillary equilibrium, the pull of the boundary lines, and the spreading of material over the surface. A fourth, the finite size of the grains, decides whether penetration happens at all.

**Model.** The film has mean thickness $H$ and an initially flat surface of height $h(x,y,t)$, measured from the mean plane. The surface tension $\gamma_s$ is isotropic. The boundaries are vertical and immobile, with tension $\gamma_b$, and atoms move by surface diffusion alone. Define

$$m=\frac{\gamma_b}{2\gamma_s}.$$

Except in the next section and in the finite-slope estimate near the end, slopes are small and results hold to leading order in $m$.

## Contribution 1: the equilibrium angles

Take a groove whose two flat sides have slope $g$ and horizontal width $w$. Per unit length, the sides cost $2\gamma_s w\sqrt{1+g^2}$, and the boundary removed, of height $gw$, saves $\gamma_b gw$. At fixed $w$, setting the derivative with respect to $g$ to zero gives

$$\frac{g}{\sqrt{1+g^2}}=\sin\theta=\frac{\gamma_b}{2\gamma_s}=m .$$

Now let three equal boundaries meet at $120^\circ$. A pit with three flat facets of slope $g$ has an equilateral triangular mouth. If its inradius is $\rho$, the mouth has area $3\sqrt3\rho^2$ and its corners lie on the boundaries, $2\rho$ from the centre. The depth is $g\rho$. Each boundary loses a triangle of area $\tfrac12(2\rho)(g\rho)=g\rho^2$, so

$$\frac{E}{\rho^2}=3\sqrt3\,\gamma_s\sqrt{1+g^2}-3\gamma_b g,
\qquad
\sin\psi=\frac{g}{\sqrt{1+g^2}}=\frac{\gamma_b}{\sqrt3\,\gamma_s}.$$

The second relation follows from $dE/dg=0$ at fixed $\rho$.

The groove root drops by $g\rho$ over a distance $2\rho$, so it dips into the vertex with slope $g/2$. At small slope $g=2m/\sqrt3$, and the root slope is $m/\sqrt3$.

Since $g/\sqrt{1+g^2}<1$, the pit has no equilibrium angle when $\gamma_b\ge\sqrt3\gamma_s$: its energy falls as $g$ grows without limit. A groove keeps a finite angle up to $\gamma_b=2\gamma_s$. Between these values capillary equilibrium alone favours penetration at the vertex.

For smaller $\gamma_b$ the angles do not fix a depth, because they contain no length. The pit facet is steeper than the groove side by a factor $2/\sqrt3\approx1.15$ at small slope. The length over which it rises must come from diffusion.

## Contribution 2: the pull of the boundary lines

At small slope the area element is $1+\tfrac12|\nabla h|^2$. Raising the surface lengthens the boundaries, so the variable energy is

$$E=\frac{\gamma_s}{2}\int|\nabla h|^2\,dA+\gamma_b\int_{\rm lines}h\,ds .$$

Adding one atom of volume $\Omega$ increases $\int h\,dA$ by $\Omega$. The chemical potential is therefore

$$\mu=\Omega\frac{\delta E}{\delta h}=\Omega\gamma_s\left(-\nabla^2h+2m\,\delta_L\right),$$

where $\delta_L$ is a line delta function on the boundaries. For $\mu$ to stay finite, the slope must jump by $2m$ across a line, or $m$ on each side of an isolated groove. This is the groove angle found above.

With surface diffusivity $D_s$ and $\nu$ mobile sites per area, the atomic flux is $\mathbf J=-(D_s\nu/k_BT)\nabla\mu$. Volume conservation, $h_t=-\Omega\nabla\cdot\mathbf J$, gives

$$h_t=-B\nabla^2\left(\nabla^2h-2m\,\delta_L\right),\qquad
B=\frac{D_s\gamma_s\nu\Omega^2}{k_BT}. \tag{1}$$

**One straight boundary.** Put the line at $x=0$. With $\hat h(k)=\int h\,e^{-ikx}dx$, equation (1) becomes $\hat h_t=-Bk^4\hat h-2mBk^2$. Starting from a flat surface,

$$\hat h=-\frac{2m}{k^2}\left(1-e^{-Bk^4t}\right).$$

Define the diffusion length $l=(Bt)^{1/4}$ and set $k=u/l$ in the inverse transform at $x=0$. The groove depth $d=-h(0)$ is

$$d=\frac{2ml}{\pi}\int_0^\infty\frac{1-e^{-u^4}}{u^2}\,du
=\frac{2ml}{\pi}\int_0^\infty4u^2e^{-u^4}du
=\frac{2\Gamma(3/4)}{\pi}\,ml\approx0.780\,ml .$$

The second form follows by parts; the end terms vanish because $1-e^{-u^4}\sim u^4$ at small $u$ and is bounded at large $u$. The substitution $s=u^4$ then gives $\int_0^\infty s^{-1/4}e^{-s}ds=\Gamma(3/4)$.

**Three half-lines.** Equation (1) is linear, so the responses to the three boundaries add. Consider the response to one half-line at its end. A half-line and its mirror image form a full line, and by symmetry they contribute equally at the common end. Each therefore contributes half the groove depth. Rotating a half-line about its end does not alter this value, so for any angles

$$d_{\rm pit}=\tfrac12(d_1+d_2+d_3). \tag{2}$$

A point on a groove is pulled down by two half-lines, the vertex by three. For equal boundaries,

$$d_{\rm pit}=\tfrac32d\approx1.170\,ml .$$

Since depth grows as $t^{1/4}$, the pit reaches a given depth sooner by a factor $(3/2)^4=81/16\approx5.06$. This holds only while $l$ is much smaller than the grain edges. In a hexagonal network the factor is within 1% of $5.06$ when the mid-edge groove arrives at $l\approx0.06$ of an edge length, but it is $6.5$ at $0.13$.

For unequal boundaries, (2) gives $d_{\rm pit}-d_1=\tfrac12(d_2+d_3-d_1)$. The pit is deeper than groove 1 if $\gamma_2+\gamma_3>\gamma_1$. Isotropic boundary tensions balanced in the plane satisfy this, because their vectors close a triangle; equality needs a degenerate triangle.

## Contribution 3: spreading of the surface flux

Material leaving a long groove moves to its two sides, whereas material leaving a pit can spread in all directions of the plane. To weigh this, draw a circle of radius $R$ about the vertex. The volume missing inside it equals the time-integrated outward volume flux through its rim.

The half-line argument applies to this volume too, since the disc is unchanged by rotation and reflection. The missing volume is half the sum of those in equal discs centred on the three isolated grooves. For equal boundaries, the net outflow through the rim is $3/2$ of that around a groove point, for every $R$. The surface carries away the extra material that the third half-line makes available.

The depth ratio can now be divided. Steeper facets account for $1.15$. The remaining factor, $1.5/1.15\approx1.30$, is the ratio of the lengths found by dividing each depth by the slope of its sides at the bottom. These are effective lengths, not the visible widths of pit and groove, and they come from solving the diffusion problem. Capillary equilibrium fixes the slope; surface transport fixes the length.

A finite-difference solution of (1) tested the half-sum rule on a T junction with $m_i=0.10,\,0.07,\,0.08$. The pit depth divided by the sum of groove depths was $0.5003$, and the corresponding ratio of volumes in discs of radius $l$ was $0.5006$, against $0.5$. These tensions are not balanced in the plane, so this tests the linear equation and does not represent a junction at equilibrium.

## Contribution 4: finite grains can stop both

Let all grains be regular hexagons with apothem $a$, so that their width is $2a$. Diffusion stops when $\mu$ is uniform, which makes $\nabla^2h$ constant inside each grain. The solution is

$$h=h_0-\frac{m r^2}{2a}.$$

At an edge with outward normal $\mathbf n$, $\partial_nh=-(m/a)\,\mathbf r\cdot\mathbf n=-m$, because $\mathbf r\cdot\mathbf n=a$ all along the edge. The boundary condition is met.

The mean plane follows from the average of $r^2$. One twelfth of the hexagon is the triangle $0<x<a$, $0<y<x/\sqrt3$, with area $a^2/(2\sqrt3)$. Hence

$$\langle r^2\rangle=\frac{2\sqrt3}{a^2}\int_0^a\left(\frac{x^3}{\sqrt3}+\frac{x^3}{9\sqrt3}\right)dx
=\frac{2\sqrt3}{a^2}\,\frac{5a^4}{18\sqrt3}=\frac{5a^2}{9}.$$

The vertex has $r^2=4a^2/3$ and the middle of an edge has $r^2=a^2$. Their final depths below the mean plane are

$$\frac{m}{2a}\left(\frac43-\frac59\right)a^2=\frac{7}{18}ma,
\qquad
\frac{m}{2a}\left(1-\frac59\right)a^2=\frac29ma .$$

This gives three regimes:

- For $H>7ma/18$ the film survives in this model.
- For $2ma/9<H<7ma/18$ the pits penetrate, but the mid-edge grooves would come to rest above the substrate.
- For $H<2ma/9$ both could penetrate, the pits first.

Statements about grooves here ignore holes already opened by pits, which would change the later evolution.

For intermediate times, expand (1) in the reciprocal vectors $\mathbf k$ of the grain array:

$$h_{\mathbf k}=-\frac{2m\,\delta_{\mathbf k}}{k^2}\left(1-e^{-Bk^4t}\right),\qquad
\delta_{\mathbf k}=\frac1A\int_{\rm edges}e^{-i\mathbf k\cdot\mathbf x}ds,$$

where $A$ is the area of one grain, the integral covers the three edges belonging to one cell, and $h_{\mathbf 0}=0$ by volume conservation. At $l=0.2a$ this sum gives depths of $0.2379\,ma$ at the vertex and $0.1292\,ma$ at mid-edge. An independent finite-element solution of a single grain gives $0.2375\,ma$ and $0.1290\,ma$.

## Weighing the contributions in a metal film

Take $H=10$ nm, $T=1000$ K, $\gamma_s=2.5$ J/m² and $\gamma_b=0.9$ J/m², so $m=0.9/5.0=0.18$. With $D_s=(10^{-6}\ \mathrm{m^2/s})\,e^{-1.3\,\mathrm{eV}/k_BT}$, $\Omega=0.014$ nm³ and $\nu=15$ nm⁻², one finds $B=1.49\times10^5$ nm⁴/s. These are rough values chosen for illustration.

For widely spaced boundaries,

$$l_{\rm pit}=\frac{10\ \mathrm{nm}}{1.170\times0.18}=47.5\ \mathrm{nm},\qquad
t_{\rm pit}=\frac{l_{\rm pit}^4}{B}\approx34\ \mathrm{s}.$$

An isolated groove needs $l=71.2$ nm and about 172 s.

With grains 400 nm wide, $a=200$ nm and $H/(ma)=10/36=0.278$, between $2/9$ and $7/18$. The pit arrives after about 33 s, when the mid-edge groove is 5.4 nm deep. That groove would level off at 8.0 nm, while the final pit depth would be 14.0 nm if the substrate did not intervene.

With grains 1000 nm wide, the times are 34 s and 220 s, a ratio of 6.5. The excess over 5.06 comes from the groove, which is slower than an isolated one. The equation and parameters are the same, so the delay is due to replacing an infinite straight boundary by the network. The sign of this effect depends on grain size: with grains 1400 nm wide the groove arrives after about 160 s, earlier than an isolated one, and the ratio is 4.7.

**Comparison with real films.** Penetration by pits needs $2a/H>36/(7m)=28.6$ here, and by mid-edge grooves $2a/H>9/m=50$. The chosen ratio, 40, lies between these limits. For grains only a few thicknesses wide, which are common in thin films, the model predicts no penetration at this $m$. Holes in such films would need a larger $m$ or something the model leaves out. Moving boundaries, unequal grains, uneven thickness and facets all break its assumptions. The effects of several uncertainties and omissions can be estimated:

- **Activation energy.** An increase of 0.1 eV lengthens the time by a factor 3.2. At 700 K, with all other parameters fixed, the pit in the 400 nm grains takes about 4 h.
- **Unequal boundaries.** Halving one tension changes the isolated pit depth from $1.5d$ to $1.25d$, with $d$ the groove depth of an unchanged boundary. The time grows by $(1.5/1.25)^4=2.07$.
- **Anisotropy.** For $\gamma=\gamma_0(1+\epsilon\cos4\phi)$, with $\phi$ the surface orientation, the stiffness is $\gamma+\gamma''=\gamma_0(1-15\epsilon\cos4\phi)$. With $\epsilon=0.01$ it changes by up to 15%. Facets can alter the motion more strongly and lie outside this estimate.
- **Finite slope.** Spherical caps replace the paraboloids and give final depths of 14.2 and 8.1 nm, so the 10 nm film stays in the same regime. Using $\tan\theta$ instead of $\sin\theta$ for $m$ would shorten the isolated times by about 6%. This indicates only the order of the slope corrections, because (1) omits other terms of the same order. For an isolated groove, the full finite-slope equation shortens the time by about 3%.
- **Stress.** Relaxing a tensile stress of 0.5 GPa at a biaxial modulus of 500 GPa opens a gap of 0.4 nm per 400 nm grain. Filling this gap through the film takes 4 nm² of cross-section, against about 300 nm² dug by an isolated groove at $l\approx47$ nm, the diffusion length at which the pit arrives. This compares only amounts of material. Before it relaxes, the stress is about 50 times the capillary pressure scale $\gamma_sm/l\approx10$ MPa, so the model applies only after relaxation.
- **Van der Waals forces.** For a Hamaker constant $A_H=3\times10^{-19}$ J, the pressure $A_H/(6\pi z^3)$ matches the capillary scale $\gamma_sm/l$ at remaining thickness $z\approx1.2$ nm. Because $t\propto d_{\rm pit}^4$ for an isolated pit, the last 1.2 nm takes $1-(8.8/10)^4\approx40\%$ of the calculated time. The arrival time is therefore less certain than the earlier lead of the pit.

Reaching the substrate does not ensure that the hole grows. That depends on the contact angle and the hole's size, which this model does not contain. The remaining numerical comparisons are in the output below.

## Calculated quantities

```
groove depth/(m l), formula: 0.7801
groove depth/(m l), network at l=0.03a: 0.7801
pit depth/(m l), network at l=0.03a: 1.1702
pit/groove depth ratio: 1.5000
groove/pit time ratio, isolated: 5.0625
depth/(m a): l/a, pit FE, pit sum, groove FE, groove sum
  0.2  0.2375  0.2379  0.1290  0.1292
  0.4  0.3865  0.3866  0.2206  0.2207
  5.0  0.3888  0.3889  0.2221  0.2222
root slope at vertex / m, FE: 0.5771
root slope at vertex / m, 1/sqrt3: 0.5774
T junction m values: 0.10 0.07 0.08
T junction pit depth / sum of grooves: 0.5003
T junction disc volume / sum of discs: 0.5006
surface tension: 2.5 J/m2; boundary tension: 0.9 J/m2
m: 0.180; groove angle theta: 10.37 deg
pit facet tilt: 12.00 deg
root slope at vertex, finite slope: 0.1062
T: 1000 K; thickness H: 10 nm
D0: 1e-06 m2/s; activation energy: 1.3 eV
atomic volume: 0.014 nm3; site density: 15 per nm2
Ds: 2.807e-13 m2/s; B: 1.494e+05 nm4/s
isolated pit: l = 47.5 nm, time = 34.0 s
isolated groove: l = 71.2 nm, time = 172.1 s
400 nm grains, H/(m a): 0.2778
400 nm grains, final pit depth: 14.00 nm
400 nm grains, final groove depth: 8.00 nm
same with spherical caps: 14.20 and 8.09 nm
400 nm grains, pit: l = 47.2 nm, time = 33.1 s
groove depth at that time: 5.36 nm
1000 nm grains, pit time: 34.0 s; groove time: 220.3 s
1000 nm grains, time ratio: 6.48
least grain width/H for pits: 28.6
least grain width/H for grooves: 50.0
400 nm grains, pit time at 700 K: 4.14 h
time factor, tan(theta) for sin(theta): 0.936
time factor, one boundary at half tension: 2.07
time factor, +0.1 eV in activation: 3.19
stiffness change, 1% fourfold anisotropy: 15 %
stress: 0.5 GPa; biaxial modulus: 500 GPa
area taken into boundary by stress: 4.00 nm2
groove cross-section dug by capillarity: 304 nm2
Hamaker constant: 3e-19 J; van der Waals matters below 1.19 nm
```
